# Maximum configurational entropy at half coverage and the drive for adsorption

**Question**

I am estimating how much water stays on an oxide surface during the water dose of an atomic layer deposition (ALD) cycle. I treat the surface as a lattice of identical sites, each empty or holding one intact molecule. The number of arrangements is greatest when half of the sites are filled, so the configurational entropy peaks there.

I concluded that entropy pulls molecules onto the surface most strongly at half coverage. To find the pressure that gives half coverage, I therefore credited each molecule with its share of that large entropy. A colleague says that I have used the wrong entropy. Which entropy belongs in the balance, and does the mistake matter in numbers?

**Answer**

Your colleague is right. The peak tells you how much entropy has accumulated by half coverage. Whether the next molecule adsorbs depends on how much entropy that molecule adds, which is the slope of the curve, and at a smooth peak the slope is zero.

**Counting one more molecule**

Let $M$ distinguishable, equivalent sites hold $N$ identical molecules, at most one per site, without interactions between them. Let $W(N)$ be the number of arrangements and $\theta=N/M$ the coverage.

Count the pairs made of an arrangement with $N$ molecules and one with $N+1$ that differ by a single added molecule. Each arrangement with $N$ molecules has $M-N$ empty sites where the addition can occur. Each arrangement with $N+1$ molecules has $N+1$ molecules whose removal leads back. Both counts describe the same pairs, so

$$W(N)(M-N)=W(N+1)(N+1).$$

With $S=k\ln W$, the entropy gained in the addition is

$$S(N+1)-S(N)=k\ln\frac{W(N+1)}{W(N)}=k\ln\frac{M-N}{N+1}.$$

No approximation has been made yet. For 16 sites, $W(7)=11440$, $W(8)=12870$ and $W(9)=11440$. The step from 7 to 8 molecules gains $k\ln(9/8)=0.118k$, and the step from 8 to 9 loses the same amount.

When $N$ and $M-N$ are both large, the 1 in the denominator is negligible. Dividing numerator and denominator by $M$ gives the differential configurational entropy,

$$\frac{\partial S}{\partial N}=k\ln\frac{1-\theta}{\theta}.$$

It is positive below half coverage, zero at half coverage and negative above. It falls steadily as $\theta$ rises, so configurational entropy favours adsorption most on a nearly empty surface, where empty sites far outnumber the molecules.

The familiar entropy curve is the accumulated sum of these gains. Per site, starting from an empty surface,

$$s(\theta)=k\int_0^\theta\left[\ln(1-x)-\ln x\right]dx.$$

The antiderivative of $\ln(1-x)$ is $-(1-x)\ln(1-x)-x$, and that of $\ln x$ is $x\ln x-x$. On subtraction the terms $-x$ cancel, and the lower limit contributes zero, leaving

$$s(\theta)=-k\left[\theta\ln\theta+(1-\theta)\ln(1-\theta)\right].$$

At $\theta=1/2$ this is $k\ln2=0.693k$, its maximum. All of it was gained on the way there.

A third quantity, the entropy per adsorbed molecule, is $S/N=s/\theta$. At half coverage it is $2k\ln2=1.386k$. This is the share you credited to each molecule. It is an average over all the molecules already present, not the gain from one more.

**The full drive**

Configurational entropy is one part of the balance. Take a gas molecule at rest in its ground state as the zero of energy. Let $E$ be the binding energy between the ground states of the free and the adsorbed molecule. An adsorbed molecule also has six frustrated modes, three from translation and three from rotation. Treated as harmonic oscillators, with energies measured from their ground states, they have the partition function

$$q_{\rm vib}=\prod_{i=1}^{6}\frac{1}{1-e^{-\hbar\omega_i/kT}}.$$

Thermal excitation of the internal vibrations is taken as unchanged by adsorption, so it cancels; any zero-point shift is included in $E$.

The partition function of the adsorbed layer is $W(N)\left(q_{\rm vib}e^{E/kT}\right)^N$. Its free energy is $-kT$ times the logarithm, and the change on adding one molecule is the chemical potential:

$$\mu_{\rm ads}=-E-kT\ln q_{\rm vib}-kT\ln\frac{1-\theta}{\theta}.$$

For an ideal gas of $n$ molecules in volume $V$, the partition function is $z^n/n!$ with $z=Vq_{\rm rot}/\lambda^3$ and $\lambda=h/\sqrt{2\pi mkT}$. Adding one molecule changes the free energy by $-kT\ln[z/(n+1)]$, which is $-kT\ln(z/n)$ for large $n$. Since $V/n=kT/p$,

$$\mu_{\rm gas}=kT\ln\frac{p\lambda^3}{kT\,q_{\rm rot}}.$$

For water as a classical rigid rotor with principal moments of inertia $I_j$, $q_{\rm rot}=(\sqrt\pi/2)\prod_j\sqrt{2I_jkT/\hbar^2}$. The factor $1/2$ accounts for the two equivalent orientations.

At fixed temperature and gas pressure, the drive for adsorption is the free energy released per molecule, $A=\mu_{\rm gas}-\mu_{\rm ads}$:

$$A(\theta)=b+kT\ln\frac{1-\theta}{\theta},\qquad b=\mu_{\rm gas}+E+kT\ln q_{\rm vib}.$$

Adsorption proceeds while $A>0$ and stops at $A=0$. Setting $A=0$ gives $\theta/(1-\theta)=e^{b/kT}$, hence the Langmuir isotherm

$$\theta_{\rm eq}=\frac{1}{1+e^{-b/kT}}.$$

Half coverage is the equilibrium when $b=0$. In that case configurational entropy alone fills the surface from below one half and empties it from above. The entropy maximum is then where the driving stops. For any other $b$, the drive at half coverage is $b$, and configuration contributes nothing to it.

**Numbers for a water dose**

Take 450 K, so $kT=38.78$ meV, a water pressure of 1 Torr, a binding energy of 1.00 eV and frustrated modes of 10, 10, 25, 50, 60 and 70 meV. A square lattice of spacing 0.50 nm gives 4 sites per nm². These are round values, discussed further below.

The thermal wavelength is 0.01939 nm and $q_{\rm rot}=80.09$. With 1 Torr equal to 133.3 Pa, $p\lambda^3/kT=1.56\times10^{-10}$. Dividing by $q_{\rm rot}$ gives $1.95\times10^{-12}$, whose logarithm is $-26.96$. Thus $\mu_{\rm gas}=-1.0455$ eV. With $q_{\rm vib}=85.46$, the vibrational term $kT\ln q_{\rm vib}$ is 0.1725 eV, and

$$b=-1.0455+1.0000+0.1725=0.1270\ {\rm eV}=3.274\,kT.$$

The table sets the three entropies beside the full drive at this fixed temperature and pressure.

| $\theta$ | $s/k$ | $S/(Nk)$ | $(\partial S/\partial N)/k$ | $A$ (meV) |
|---|---|---|---|---|
| 0.01 | 0.056 | 5.600 | +4.595 | +305 |
| 0.25 | 0.562 | 2.249 | +1.099 | +170 |
| 0.50 | 0.693 | 1.386 | 0 | +127 |
| 0.75 | 0.562 | 0.750 | −1.099 | +84 |
| 0.99 | 0.056 | 0.057 | −4.595 | −51 |

The entropy per site is the same at $\theta=0.25$ and $0.75$, yet configuration helps the next molecule in the first case and hinders it in the second. At half coverage the full drive is still 127 meV, so filling continues. Since $e^{3.274}=26.4$, it stops at $\theta_{\rm eq}=26.4/27.4=0.96$. There the differential entropy is $-3.274k$, and its cost $3.274\,kT$ balances $b$.

Now your pressure. Because $b$ contains $kT\ln p$, reducing it to zero at fixed temperature requires

$$p_{1/2}=(1\ {\rm Torr})\,e^{-3.274}=0.038\ {\rm Torr}\quad(5.0\ {\rm Pa}).$$

If the average entropy $2k\ln2$ replaces the differential entropy, the condition becomes $b+2kT\ln2=0$. This lowers the pressure by a further factor $e^{2\ln2}=4$, to 0.0095 Torr. At that pressure the isotherm gives $\theta/(1-\theta)=1/4$, so the coverage is 0.20 instead of 0.50.

**Is adsorption driven by entropy at all?**

"Entropic drive" can also mean the entire entropy change of the molecule, and this must be kept apart from the configurational part. The gas has an enthalpy of $4kT$ per molecule: $\tfrac32kT$ from translation, $\tfrac32kT$ from rotation and $kT$ from $pV$. From $\mu=h-Ts$, its entropy is

$$s_{\rm gas}=k\left(4-\frac{\mu_{\rm gas}}{kT}\right)=(4+26.96)k=30.96k.$$

For the frustrated modes, $-kT\ln q_{\rm vib}=U_{\rm vib}-Ts_{\rm vib}$, with $U_{\rm vib}=0.1446$ eV and $s_{\rm vib}=8.18k$. Substituting both relations into $A$ gives

$$A=Q-T(s_{\rm gas}-s_{\rm vib})+kT\ln\frac{1-\theta}{\theta},\qquad Q=E+4kT-U_{\rm vib}.$$

Here $Q$ is the heat released at constant pressure, $1.0000+0.1551-0.1446=1.0105$ eV. At half coverage the molecule's entropy changes by $8.18k-30.96k=-22.78k$, which costs 0.8835 eV. The difference, $1.0105-0.8835=0.1270$ eV, is $b$ again.

Thus adsorption at half coverage is driven by the heat released, against a large loss of molecular entropy. The surroundings gain entropy $Q/T$, which exceeds that loss, so the total entropy still rises, by $A/T$. For the molecule's own entropy change to be positive, $\ln[(1-\theta)/\theta]$ would have to exceed 22.78. At 1 Torr that means a coverage below $1.3\times10^{-10}$, about one filled site in eight billion.

**What is greatest at half coverage**

Write $x=b/kT$, so that $\theta_{\rm eq}=1/(1+e^{-x})$. At fixed temperature, $dx=d\ln p$. Differentiating,

$$\frac{d\theta_{\rm eq}}{d\ln p}=\frac{e^{-x}}{(1+e^{-x})^2}=\theta_{\rm eq}(1-\theta_{\rm eq}),$$

because $e^{-x}/(1+e^{-x})=1-\theta_{\rm eq}$. This response has its maximum, $1/4$, at half coverage. A 1% rise in pressure then raises the coverage by about 0.0025. At the equilibrium coverage for 1 Torr the response is 0.035, and the same relative rise adds about 0.00035.

Fluctuations follow the same law. Each independent site is filled with probability $\theta$, so its occupation has variance $\theta-\theta^2$, and $N$ has variance $M\theta(1-\theta)$. For such independent sites, half coverage is where the layer responds most to a given relative change in pressure and where it fluctuates most, not where it is pulled hardest.

**When molecules interact or split**

Suppose that molecules on sites $i$ and $j$ interact with energy $J_{ij}$, and that the sum $J_0=\sum_jJ_{ij}$ is the same for every site. With occupations $n_i=0$ or 1, the energy is $\mathcal E=\frac12\sum_{ij}J_{ij}n_in_j$. Exchange filled and empty sites, $n_i\to1-n_i$. Expanding the product gives

$$\mathcal E'=\tfrac12MJ_0-J_0N+\mathcal E.$$

At fixed $N$ this shifts every arrangement by the same energy, so the Boltzmann probabilities are unchanged and $S(M-N)=S(N)$. Where $S$ is smooth, its slope at half coverage is therefore still zero. The logarithmic law at other coverages is no longer guaranteed.

The mean interaction energy obeys $U(M-N)=\frac12MJ_0-J_0N+U(N)$. Differentiating with respect to $N$ gives $-U'(M-N)=-J_0+U'(N)$, so $U'(M/2)=J_0/2$. Interactions thus change the drive at half coverage through energy.

As an estimate, let all molecules stand upright with a dipole $d=1.9$ debye. Treated as point dipoles, neighbours at spacing $a$ repel with energy $d^2/(4\pi\varepsilon_0a^3)=18.0$ meV. Summing $(a/r)^3$ over the lattice gives about 9.0, so the energy cost at half coverage is $18.0\times9.0/2\approx81$ meV. The drive there falls from 127 to about 46 meV. For 16 sites repeated periodically, the equilibrium coverage falls from 0.96 to 0.64. The entropy slope at quarter coverage changes little, from $1.027k$ to $1.006k$ on the same small lattice. On lattices of 64 and 144 sites the coverage stays at 0.64, and the slope falls by about $0.03k$.

Strong repulsion shows that symmetry does not guarantee a maximum. With a nearest-neighbour repulsion of $20kT$ on the 16 sites, $S(8)=0.693k=k\ln2$, from the two checkerboard patterns. Removing any one of eight molecules from either pattern gives 16 arrangements, matching $S(7)=2.773k=k\ln16$. By symmetry $S(9)=S(7)$, so half coverage is now a local minimum.

If each molecule splits into two unlike fragments that are placed freely on the same sites, the symmetry is lost. For $n$ split molecules, $W=M!/[n!\,n!\,(M-2n)!]$. One more molecule multiplies $W$ by $(M-2n)(M-2n-1)/(n+1)^2$. With occupied fraction $\phi=2n/M$ and large numbers, the gain is

$$\frac{\partial S}{\partial n}=2k\ln\frac{2(1-\phi)}{\phi}.$$

It vanishes at $\phi=2/3$. At half occupation, configuration still favours the next molecule by $2k\ln2$.

**How far to trust this for ALD**

The parameters describe intact water held fairly strongly on metal sites of an oxide; they are rough values, not data for a particular surface. Binding energy matters greatly: an error of 0.1 eV changes $p_{1/2}$ by a factor of 13, more than the factor of 4 from the wrong entropy. Temperature matters too. At 1 Torr the model coverage is 0.999 at 400 K and 0.66 at 500 K. The dipole estimate assumes point dipoles, which is crude at 0.50 nm. A Hartree–Fock calculation for two upright water molecules with parallel planes at this distance gives 25 meV (face to face) and 34 meV (in one plane), against 20 meV for point dipoles of the same computed moment. Over four neighbours at half coverage, that difference is nearly 20 meV. The estimate also assumes upright molecules. Two neighbours whose dipoles point the same way along the line joining them attract instead, by $2\times18.0=36$ meV, so strongly tilted molecules can shift the coverage the other way. For a uniform tilt from the normal, the lattice sum is multiplied by $1-\tfrac32\sin^2(\text{tilt})$, which changes sign only near 55°. Ordinary hydrogen bonds need neighbours closer than 0.50 nm and are left out. The estimate also omits the polarization of the oxide, which can strengthen the repulsion. For a dielectric of relative permittivity 10 whose surface lies 0.1 nm below the dipoles, the drive at half coverage would drop from 46 meV to about zero. The result depends strongly on that distance: at 0.2 nm the drive would be about 26 meV.

Smaller corrections concern the motion of the molecules. If the two softest modes are lateral vibrations, the rms displacement in each direction is 0.03 nm, well within the 0.5 nm spacing, and a cosine potential with the same curvature has a hopping barrier of 0.55 eV. Its anharmonicity changes the free energy by about 1.5 meV. A soft frustrated rotation can matter more: if the 25 meV mode is a rotation about the molecule's symmetry axis in a twofold cosine potential, the change is about 6 meV. Summing the quantum rotational levels changes $q_{\rm rot}$ by 1%.

If every molecule striking an empty site sticks, the layer relaxes to equilibrium in about 1 µs, and a molecule stays for about 27 µs on average. A lower sticking probability, equal for all empty sites, lengthens both times in inverse proportion. Reversible adsorption can then settle within a much longer dose, provided that the pressure at the surface is steady.

ALD growth itself breaks two assumptions of the model: that the molecules stay intact and that their adsorption is reversible. Water reacts with surface ligands, and the products leave. Saturation is then governed by the supply of reactive sites and by reaction rates, and this isotherm gives no number for it. It applies to the intact, reversibly held water that accompanies the reaction. For that part, use $k\ln[(1-\theta)/\theta]$ in the balance, provided that the sites are equivalent and the molecules interact weakly. Count $\theta$ over the sites open to intact water, leaving out those blocked by ligands or hydroxyl groups. The main values used here are listed in the numerical output below.

## Computed results

```
Temperature: 450 K; pressure: 1.0 Torr
Site spacing: 0.50 nm
Site density: 4.0 per nm2
Binding energy: 1.00 eV; kT: 38.78 meV
Frustrated modes (meV): 10 10 25 50 60 70
Water O-H length: 0.096 nm; angle: 104.5 deg
Molecular mass: 18.015 u
Counts on 16 sites, N=7,8,9: 11440, 12870, 11440
Entropy steps 7->8, 8->9: +0.1178, -0.1178 k
Integral of differential entropy, 0 to 1/2: 0.6931 k
theta | S/site (k) | S/molecule (k) | dS/dN (k) | T dS/dN (meV) | A (meV)
0.01 | 0.0560 | 5.6002 | +4.5951 | +178.2 | +305.2
0.10 | 0.3251 | 3.2508 | +2.1972 | +85.2 | +212.2
0.25 | 0.5623 | 2.2493 | +1.0986 | +42.6 | +169.6
0.50 | 0.6931 | 1.3863 | +0.0000 | +0.0 | +127.0
0.75 | 0.5623 | 0.7498 | -1.0986 | -42.6 | +84.4
0.90 | 0.3251 | 0.3612 | -2.1972 | -85.2 | +41.8
0.99 | 0.0560 | 0.0566 | -4.5951 | -178.2 | -51.2
Thermal wavelength: 0.01939 nm
Rotational partition function: 80.09 (no unit)
Vibrational partition function: 85.46 (no unit)
Gas chemical potential: -1.0455 eV
kT ln q_vib: 0.1725 eV
Drive b at half coverage: 127.0 meV = 3.274 kT
Equilibrium coverage: 0.9635
dS/dN at equilibrium: -3.274 k
Pressure for half coverage: 0.0378 Torr = 5.045 Pa
Mistaken half-coverage pressure: 0.00946 Torr
True coverage at mistaken pressure: 0.200
Gas entropy: 30.96 k; vibrational entropy: 8.18 k
Entropy change at half coverage: -22.78 k
T times that entropy change: -0.8835 eV
Mean vibrational energy: 0.1446 eV; heat released: 1.0105 eV
Coverage where total entropy change is zero: 1.27e-10
Largest response dtheta/dln(p): 0.2500
Response at equilibrium: 0.0351
Dipole: 1.9 D; neighbour repulsion: 18.0 meV
Dipole lattice sum: 9.020 (no unit)
Dipole energy per added molecule at half: 81.3 meV
Equilibrium coverage with dipoles (16 sites): 0.639
dS/dN at 1/4, 16 sites: free 1.027, dipoles 1.006 k
Strong repulsion (20 kT), S at N=7,8: 2.773, 0.693 k
Occupied fraction at peak, dissociated: 0.6667
Pressure factor for 0.1 eV binding error: 13.2
Coverage at 400 K: 0.9986; at 500 K: 0.6629
Quantum correction to rotation: 1.02 %
Lateral amplitude (rms): 0.0300 nm
Hopping barrier, cosine model: 0.546 eV
Anharmonic shift, two lateral modes: 1.49 meV
Equilibration time, unit sticking: 0.99 microseconds
Mean stay of a molecule, unit sticking: 27.1 microseconds
```
